# The P-bead harmonic oscillator: partition function and low-temperature energy

**Question**

I am working on an exercise about path-integral molecular dynamics. A particle of mass $m$ in the potential $V(x)=\tfrac12 m\omega^2x^2$ is replaced by a ring of $P$ beads, with partition function

$$
Z_P=\left(\frac{mP}{2\pi\beta\hbar^2}\right)^{P/2}\int dx_1\cdots dx_P\;
\exp\left\{-\sum_{j=1}^{P}\left[\frac{mP}{2\beta\hbar^2}(x_j-x_{j+1})^2+\frac{\beta m\omega^2}{2P}x_j^2\right]\right\},
$$

where $x_{P+1}=x_1$ and $\beta=1/k_BT$. I have to evaluate this in closed form and show that the low-temperature energy is

$$
\frac{\hbar\omega/2}{\sqrt{1+(\beta\hbar\omega/2P)^2}},
$$

"an error of order $1/P^2$".

I am stuck in two places. The integral is Gaussian, so I need a $P\times P$ determinant, but I can only write it as a product over $P$ eigenvalues. I also don't understand the target. If I keep $P$ fixed and let $\beta\to\infty$, which is what I would call low temperature, the formula goes to zero and not to $\hbar\omega/2$. How can that be a small error?

**Answer**

The product has a closed form, and your objection is correct: the error is of order $1/P^2$ when $P$ grows at fixed temperature, not when the temperature falls at fixed $P$. I use atomic units with $\hbar=1$ and define

$$
u=\beta\omega,\qquad \varepsilon=\frac{u}{P}.
$$

To restore $\hbar$, read $\omega$ as $\hbar\omega$ wherever it stands for an energy.

**Where the approximation enters**

The exact partition function is the trace of $e^{-\beta H}=(e^{-\tau H})^P$ with $\tau=\beta/P$. Your $Z_P$ follows from replacing each factor by $e^{-\tau V/2}e^{-\tau T}e^{-\tau V/2}$, where $T=p^2/2m$. This is an approximation because $T$ and $V$ do not commute. The kinetic factor is a Gaussian integral over momentum,

$$
\langle x|e^{-\tau T}|x'\rangle=\int\frac{dp}{2\pi}\,e^{-\tau p^2/2m+ip(x-x')}
=\sqrt{\frac{m}{2\pi\tau}}\;e^{-m(x-x')^2/2\tau},
$$

which supplies the springs and the prefactor. From here on $Z_P$ is evaluated without further approximation.

**Reduction to a determinant**

Set $x_j=\sqrt{\beta/(mP)}\;y_j$. The two terms in the exponent become

$$
\frac{mP}{2\beta}(x_j-x_{j+1})^2=\frac12(y_j-y_{j+1})^2,\qquad
\frac{\beta m\omega^2}{2P}x_j^2=\frac{\beta^2\omega^2}{2P^2}y_j^2=\frac{\varepsilon^2}{2}y_j^2 .
$$

The volume element gives a factor $(\beta/mP)^{P/2}$, which turns the prefactor into $(2\pi)^{-P/2}$. Expand the squares and use the fact that $\sum_j y_{j+1}^2=\sum_j y_j^2$ on a ring:

$$
\sum_j\left[(y_j-y_{j+1})^2+\varepsilon^2y_j^2\right]
=\sum_j\left[(2+\varepsilon^2)y_j^2-2y_jy_{j+1}\right]=y^{\mathsf T}Ay,
$$

$$
(Ay)_j=(2+\varepsilon^2)y_j-y_{j-1}-y_{j+1}.
$$

The left side is positive for $y\neq0$, so the Gaussian integral converges to $(2\pi)^{P/2}(\det A)^{-1/2}$. The powers of $2\pi$ cancel:

$$
Z_P=(\det A)^{-1/2}.
$$

With cyclic indices this also holds for small rings. For $P=1$ both neighbours are the bead itself and $A=\varepsilon^2$. For $P=2$ both neighbours are the other bead, so the off-diagonal element is $-2$.

**The product over eigenvalues**

The matrix is unchanged by a shift along the ring, so its eigenvectors are $y_j=e^{i\theta_kj}$ with $\theta_k=2\pi k/P$ and $k=0,\dots,P-1$. Inserting them gives the eigenvalues

$$
\lambda_k=2+\varepsilon^2-2\cos\theta_k .
$$

The useful step is to write the constant as a hyperbolic cosine. Define $\alpha>0$ by

$$
\sinh\frac{\alpha}{2}=\frac{\varepsilon}{2}.
$$

Then $2\cosh\alpha=2+4\sinh^2(\alpha/2)=2+\varepsilon^2$, and each eigenvalue factorizes:

$$
\lambda_k=e^{\alpha}+e^{-\alpha}-2\cos\theta_k
=e^{\alpha}\left(1-e^{-\alpha}e^{i\theta_k}\right)\left(1-e^{-\alpha}e^{-i\theta_k}\right).
$$

The numbers $e^{i\theta_k}$ are the $P$ roots of $w^P=1$, so $w^P-1=\prod_k(w-e^{i\theta_k})$. Put $w=1/z$ and multiply by $z^P$:

$$
\prod_{k=0}^{P-1}\left(1-z\,e^{i\theta_k}\right)=1-z^P .
$$

The numbers $e^{-i\theta_k}$ are the same set of roots, so both brackets give the same product. With $z=e^{-\alpha}$,

$$
\det A=e^{P\alpha}\left(1-e^{-P\alpha}\right)^2
=\left(e^{P\alpha/2}-e^{-P\alpha/2}\right)^2=4\sinh^2\frac{P\alpha}{2}.
$$

The closed form is therefore

$$
Z_P=\frac{1}{2\sinh(P\alpha/2)},\qquad \alpha=2\,\mathrm{arsinh}\frac{\beta\omega}{2P}.
$$

For $P\to\infty$ at fixed $\beta$, $P\alpha\to\beta\omega$ and the exact result $1/[2\sinh(\beta\omega/2)]$ returns.

**The energy**

The energy is $E_P=-\partial\ln Z_P/\partial\beta$, with $P$ held fixed. Since $\ln Z_P=-\ln[2\sinh(P\alpha/2)]$,

$$
E_P=\frac P2\coth\left(\frac{P\alpha}{2}\right)\frac{d\alpha}{d\varepsilon}\frac{d\varepsilon}{d\beta}.
$$

Differentiating the definition of $\alpha$ gives $\tfrac12\cosh(\alpha/2)\,d\alpha=\tfrac12\,d\varepsilon$, so

$$
\frac{d\alpha}{d\varepsilon}=\frac{1}{\cosh(\alpha/2)}=\frac{1}{\sqrt{1+\varepsilon^2/4}},\qquad
\frac{d\varepsilon}{d\beta}=\frac{\omega}{P}.
$$

The factors of $P$ cancel, and $\varepsilon/2=\beta\omega/2P$:

$$
E_P=\frac{\omega}{2}\;\frac{\coth(P\alpha/2)}{\sqrt{1+(\beta\omega/2P)^2}} .
$$

This holds at every temperature and for every $P\ge1$. Your target is this expression with the hyperbolic cotangent replaced by 1.

**What "low temperature" has to mean**

Expand $Z_P$ as a geometric series:

$$
Z_P=\frac{e^{-P\alpha/2}}{1-e^{-P\alpha}}=\sum_{n=0}^{\infty}e^{-P\alpha(n+1/2)} .
$$

This has the form of an oscillator's level sum, with $P\alpha$ in place of $\beta\omega$. The target formula keeps the term $n=0$. Since $\coth y=1+2/(e^{2y}-1)$, the neglected part, relative to the target formula, is

$$
\frac{2}{e^{P\alpha}-1}.
$$

It is small when $\beta\omega\gg1$, whatever the number of beads. To see this, note that $\mathrm{arsinh}(s)/s$ decreases with $s$, so $P\alpha=2P\,\mathrm{arsinh}(u/2P)$ is smallest at $P=1$. There $e^{\alpha/2}=u/2+\sqrt{1+u^2/4}>u$. Hence $e^{P\alpha}>u^2$ for all $P$, and for $u>1$ the neglected part is below $2/(u^2-1)$.

**The order of the error**

At fixed $\beta$, let $P$ grow. For $u/2P<1$ the square root can be expanded:

$$
\frac{\omega/2}{\sqrt{1+(u/2P)^2}}=\frac{\omega}{2}\left[1-\frac{u^2}{8P^2}+\frac{3u^4}{128P^4}-\cdots\right].
$$

At low temperature the exact energy is $\omega/2$ up to exponentially small terms, so the leading error is

$$
E_P-E\simeq-\frac{\omega u^2}{16P^2}.
$$

At a general temperature the hyperbolic cotangent contributes at the same order. From $\mathrm{arsinh}\,s=s-s^3/6+\cdots$ one has $P\alpha/2=u/2-u^3/(48P^2)+\cdots$. The derivative of $\coth$ is $-1/\sinh^2$, so

$$
E_P-E=\frac{\omega}{2P^2}\left[-\frac{u^2}{8}\coth\frac u2+\frac{u^3}{48\sinh^2(u/2)}\right]+O(P^{-4}).
$$

The second term divided by the magnitude of the first is $u/(3\sinh u)<1/3$. The bracket is therefore negative and never vanishes: the error is of order $1/P^2$ at every fixed temperature, and for large $P$ the energy is too low.

**Your limit, $\beta\to\infty$ at fixed $P$**

Now $u/2P$ becomes large, the expansion above is useless, and the formula itself gives

$$
E_P\to\frac{\omega}{2}\cdot\frac{2P}{\beta\omega}=\frac{P}{\beta}=Pk_BT\to0 .
$$

The bead positions show why. After the scaling, $Z_P$ depends on $\beta$ and $\omega$ only through $\beta\omega$, so $\beta\,\partial_\beta\ln Z_P=\omega\,\partial_\omega\ln Z_P$. Differentiating the integral with respect to $\omega$ gives $\partial_\omega\ln Z_P=-\beta m\omega\langle x^2\rangle$, because all beads have the same mean square. Hence

$$
E_P=-\frac{\omega}{\beta}\,\partial_\omega\ln Z_P=m\omega^2\langle x^2\rangle .
$$

An energy that is too low is thus the same thing as a bead distribution that is too narrow. In $A$, the potential has weight $\varepsilon^2$ and the springs have weight 1. When $\varepsilon\gg1$ the springs hardly matter, and each bead is distributed as $e^{-\beta m\omega^2x^2/2P}$. Its mean square is $P/(\beta m\omega^2)$, which gives $E_P=P/\beta$. The ring has become $P$ nearly independent classical particles at the temperature $PT$, since $e^{-\beta V/P}$ is the Boltzmann factor for that temperature. Their spread shrinks to zero as $T$ falls at fixed $P$, instead of settling at the zero-point value.

To reach the ground state, $P$ must grow faster than $\beta\omega$, so that $\beta\omega/P\to0$ while $\beta\omega\to\infty$.

**Numbers**

Take $\hbar\omega=0.4$ eV, $k_BT=0.025$ eV and a mass of 1 atomic mass unit, so $u=0.4/0.025=16$. The exact energy is 0.2000 eV (0.007350 hartree).

With $P=16$ we have $\varepsilon=1$ and $\beta\omega/2P=0.5$, so

$$
E_{16}=\frac{0.2\ \text{eV}}{\sqrt{1+0.25}}=0.1789\ \text{eV}\quad(0.006574\ \text{hartree}).
$$

Here $P\alpha=15.4$, and the neglected thermal part is $4\times10^{-7}$ of this value. The missing 0.0211 eV is therefore a bead error, not a thermal effect. The closed formula for $E_P$, together with $\langle x^2\rangle=E_P/m\omega^2$, gives:

| $P$ | $E_P$ (eV) | $E-E_P$ (eV) | rms $x$ (Å) |
|---:|---:|---:|---:|
| 4 | 0.0894 | 0.1106 | 0.0483 |
| 16 | 0.1789 | 0.0211 | 0.0684 |
| 32 | 0.1940 | 0.0060 | 0.0712 |
| 64 | 0.1985 | 0.0015 | 0.0720 |
| 128 | 0.1996 | 0.0004 | 0.0722 |

The exact rms displacement is 0.0723 Å. Each doubling of $P$ from 16 onward divides the error by 3.54, 3.87 and 3.97, which approaches the factor 4 of a $1/P^2$ law. The factors lie below 4 because the $P^{-4}$ term has the opposite sign and reduces the error more at the smaller $P$. For the same reason the leading estimate $\omega u^2/16P^2=6.4\ \text{eV}/P^2$ gives 0.025 eV at $P=16$, above the actual 0.0211 eV.

Your limit appears when the 16-bead ring is cooled:

| $k_BT$ (eV) | $E_{16}$ (eV) | $16\,k_BT$ (eV) |
|---:|---:|---:|
| 0.025 | 0.1789 | 0.4000 |
| 0.0125 | 0.1414 | 0.2000 |
| 0.00625 | 0.0894 | 0.1000 |
| 0.00025 | 0.0040 | 0.0040 |

**How many beads are enough**

Suppose the energy may fall short of $\omega/2$ by at most a fraction $\delta$. At low temperature this requires

$$
\frac{1}{\sqrt{1+(u/2P)^2}}\ge1-\delta
\quad\Longrightarrow\quad
P\ge\frac{u/2}{\sqrt{(1-\delta)^{-2}-1}}\simeq\frac{u}{\sqrt{8\delta}},
$$

where the last form uses $(1-\delta)^{-2}-1\simeq2\delta$ for small $\delta$. With $u=16$ and $\delta=0.01$ the bound is 56.1, so 57 beads are needed. The deficit is 1.005 per cent at $P=56$ and 0.971 per cent at $P=57$. Since $u=\hbar\omega/k_BT$, halving the temperature in this low-temperature regime doubles the bound on $P$ for the same relative accuracy: here from 56.1 to 112.3, so 113 beads instead of 57. These counts belong to the harmonic potential and to the second-order factorization $e^{-\tau V/2}e^{-\tau T}e^{-\tau V/2}$ used here. An anharmonic potential or a higher-order factorization changes them, so in those cases the convergence with $P$ has to be tested directly.

**Why the energy is not half of an effective frequency**

The level sum suggests an oscillator of frequency $\Omega_P=P\alpha/\beta$, and you might expect the low-temperature energy to be $\Omega_P/2$. That is the free energy: keeping $n=0$ gives

$$
F_P=-\frac{\ln Z_P}{\beta}\simeq\frac{\Omega_P}{2}=\frac{\omega}{2}\left[1-\frac{u^2}{24P^2}+\cdots\right].
$$

For a true oscillator, $F$ and $E$ both tend to $\omega/2$. Here $\Omega_P$ itself depends on $\beta$, and $E_P=\partial(\beta F_P)/\partial\beta$ picks up that dependence. The leading error of $F_P$ is proportional to $\beta^2$, so that of $\beta F_P$ is proportional to $\beta^3$, and the derivative multiplies the error by 3. This turns $u^2/24P^2$ into the $u^2/8P^2$ found above. At low temperature and large $P$, the bead error of the energy is thus three times that of the free energy.

Numbers in the example were calculated in double precision.
